# Tunnelling half-life of hydroxymethylene and its deuterated form on a model path: a program that tests the result

```python
# Result under test: ground-state tunnelling half-life on the model path
#   V(x) = (27/4) V0 (x/a)^2 (1 - x/a)
# for the shift of H or D from O to C in hydroxymethylene:
#   t = ln2 (2 pi/omega) exp(2 theta),
#   2 theta ~ 36 V0/(5 omega) - (1 + ln(864 V0/omega))/2.
# V0: barrier height, a: path width, mu: reduced mass of the moving atom
# against HCO, omega: well frequency, 2 theta: WKB exponent at omega/2.
# Hartree atomic units (hbar = 1). The decay rate is checked against the
# width of the exact resonance, found by complex scaling of the Hamiltonian.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HARTREE = sc.value("Hartree energy")
T_AU = sc.value("atomic unit of time")
KCAL = 4184.0 / sc.N_A / HARTREE
K_B = sc.k / HARTREE
YEAR = 365.25 * 86400.0
U = sc.value("atomic mass constant") / sc.m_e
CM = sc.h * sc.c * 100.0 / HARTREE


def potential(x, height, width):
    return 6.75 * height * (x / width) ** 2 * (1.0 - x / width)


def frequency(mu, height, width):
    return np.sqrt(13.5 * height / mu) / width


def exponent(energy, mu, height, width):
    """Twice the barrier action, by quadrature between turning points."""
    roots = np.roots([-6.75 * height, 6.75 * height, 0.0, -energy])
    roots = np.sort(roots.real) * width
    inner, outer = roots[1], roots[2]
    mid, half = (inner + outer) / 2, (outer - inner) / 2

    def integrand(angle):
        x = mid - half * np.cos(angle)
        gap = max(potential(x, height, width) - energy, 0.0)
        return 2.0 * np.sqrt(2.0 * mu * gap) * half * np.sin(angle)

    return quad(integrand, 0.0, np.pi, epsabs=1e-10, epsrel=1e-10,
                limit=200)[0]


def closed_exponent(height, omega):
    return 7.2 * height / omega - 0.5 * (1 + np.log(864 * height / omega))


def half_life(mu, height, width):
    """WKB half-life in seconds, with the exponent from quadrature."""
    omega = frequency(mu, height, width)
    two_theta = exponent(omega / 2, mu, height, width)
    return np.log(2) * 2 * np.pi / omega * np.exp(two_theta) * T_AU


def resonance(reduced_width, angle, size=300):
    """Lowest resonance of p^2/2 + q^2/2 - q^3/(2 reduced_width).

    q is rotated by exp(i angle); oscillator basis; inverse iteration with
    a banded factorization. Energy in units of omega.
    """
    kin = mp.expj(-2 * angle) / 2
    har = mp.expj(2 * angle) / 2
    cub = -mp.expj(3 * angle) / (2 * mp.mpf(reduced_width))
    shift = mp.mpf(1) / 2
    band = []
    for n in range(size):
        level = mp.mpf(n) + mp.mpf(1) / 2
        band.append([
            (kin + har) * level - shift,
            cub * 3 * mp.sqrt(mp.mpf(n + 1) ** 3 / 8),
            (har - kin) * mp.sqrt(mp.mpf((n + 1) * (n + 2))) / 2,
            cub * mp.sqrt(mp.mpf((n + 1) * (n + 2) * (n + 3)) / 8)])
    lower = []
    for j in range(size):
        reach = min(3, size - 1 - j)
        factors = [band[j][r] / band[j][0] for r in range(1, reach + 1)]
        for r in range(1, reach + 1):
            for c in range(r, reach + 1):
                band[j + r][c - r] -= factors[r - 1] * band[j][c]
        lower.append(factors)
    vector = [mp.mpc(0)] * size
    vector[0] = mp.mpc(1)
    energy = shift
    for _ in range(16):
        new = list(vector)
        for j in range(size):
            for r, factor in enumerate(lower[j], 1):
                new[j + r] -= factor * new[j]
        new = [value / band[j][0] for j, value in enumerate(new)]
        for j in reversed(range(size)):
            for r, factor in enumerate(lower[j], 1):
                new[j] -= factor * new[j + r]
        norm2 = sum(v * v for v in new)
        energy = shift + sum(v * b for v, b in zip(new, vector)) / norm2
        scale = mp.sqrt(norm2)
        vector = [v / scale for v in new]
    return energy


mp.mp.dps = 60
V0 = 30.0 * KCAL
A = 2.55
REST = 29.0 * U
TEMP = 10.0
atoms = {"H": sc.m_p / sc.m_e + 1.0,
         "D": sc.value("deuteron mass") / sc.m_e + 1.0}

# Shape of the path, found numerically
top = minimize_scalar(lambda x: -potential(x, V0, A), bounds=(0.1 * A, A),
                      method="bounded", options={"xatol": 1e-9})
assert abs(top.x - 2 * A / 3) < 1e-5
assert abs(-top.fun / V0 - 1) < 1e-9
step = 1e-3
curvature = (potential(step, V0, A) + potential(-step, V0, A)) / step ** 2

print(f"barrier height: {V0:.6f} hartree (30 kcal/mol)")
print(f"path width a: {A:.2f} bohr")
print(f"position of barrier top: {top.x:.3f} bohr")
print(f"mass of HCO remainder: {REST:.1f} m_e (29 u)")

result = {}
for name, mass in atoms.items():
    mu = mass * REST / (mass + REST)
    omega = frequency(mu, V0, A)
    assert abs(curvature / (mu * omega ** 2) - 1) < 1e-6

    # Zero-energy action and its two closed forms
    B = exponent(0.0, mu, V0, A)
    assert abs(B / (7.2 * V0 / omega) - 1) < 1e-7
    assert abs(B / (0.8 * np.sqrt(3) * A * np.sqrt(2 * mu * V0)) - 1) < 1e-7

    # Barrier traversal time: derivative of the action at low energy
    low = 1e-3 * V0
    slope = -(exponent(1.01 * low, mu, V0, A)
              - exponent(0.99 * low, mu, V0, A)) / (0.02 * low)
    assert abs(slope * omega / np.log(432 * V0 / low) - 1) < 2e-3

    # Expansion at the zero-point level; its error is of order omega/V0
    two_theta = exponent(omega / 2, mu, V0, A)
    approx = closed_exponent(V0, omega)
    error = abs(two_theta - approx)
    omega_high = frequency(mu, 4 * V0, 2 * A)
    error_high = abs(exponent(omega_high / 2, mu, 4 * V0, 2 * A)
                     - closed_exponent(4 * V0, omega_high))
    assert error < 0.03 and error_high < 0.5 * error

    rate = omega / (2 * np.pi) * np.exp(-two_theta) / T_AU
    t_wkb = half_life(mu, V0, A)
    t_closed = (np.log(2) * 2 * np.pi / omega * T_AU
                * np.sqrt(omega / (864 * np.e * V0))
                * np.exp(7.2 * V0 / omega))

    # Exact decay rate = -2 Im(E); it must not depend on the rotation angle
    reduced = A * np.sqrt(mu * omega)
    first = resonance(reduced, mp.pi / 10)
    second = resonance(reduced, mp.mpf(1) / 4)
    gamma = float(-2 * first.imag)
    assert gamma > 0
    assert abs(float(second.imag / first.imag) - 1) < 1e-6
    t_exact = np.log(2) / (gamma * omega) * T_AU
    # WKB is a leading-order result: corrections of several per cent remain
    assert abs(t_wkb / t_exact - 1) < 0.10
    assert abs(t_closed / t_exact - 1) < 0.10

    # Thermal competitors at low temperature
    excited = exponent(1.5 * omega, mu, V0, A)
    log_excited = (two_theta - excited - omega / (K_B * TEMP)) / np.log(10)
    log_over = (two_theta - (V0 - omega / 2) / (K_B * TEMP)) / np.log(10)
    assert log_excited < -20 and log_over < -20

    result[name] = dict(mu=mu, omega=omega, theta=two_theta, t=t_wkb,
                        exact=t_exact)
    print(f"{name}: reduced mass: {mu:.1f} m_e")
    print(f"{name}: omega: {omega:.6f} hartree ({omega / CM:.0f} cm^-1)")
    print(f"{name}: V0/omega: {V0 / omega:.3f}")
    print(f"{name}: attempts omega/2pi: {omega/(2*np.pi)/T_AU:.3e} s^-1")
    print(f"{name}: zero-energy exponent B: {B:.3f}")
    print(f"{name}: exponent 2theta, quadrature: {two_theta:.3f}")
    print(f"{name}: exponent 2theta, closed form: {approx:.3f}")
    print(f"{name}: passage probability: {np.exp(-two_theta):.3e}")
    print(f"{name}: WKB rate: {rate:.3e} s^-1")
    unit, size = ("h", 3600.0) if name == "H" else ("years", YEAR)
    print(f"{name}: half-life, WKB quadrature: {t_wkb:.3e} s"
          f" = {t_wkb / size:.4g} {unit}")
    print(f"{name}: half-life, closed formula: {t_closed / size:.4g} {unit}")
    print(f"{name}: half-life, exact resonance: {t_exact / size:.4g} {unit}")
    print(f"{name}: WKB/exact half-life: {t_wkb / t_exact:.4f}")
    print(f"{name}: log10(excited-level/ground rate), 10 K:"
          f" {log_excited:.1f}")
    print(f"{name}: log10(over-barrier/ground rate), 10 K: {log_over:.1f}")

h, d = result["H"], result["D"]
ratio = d["t"] / h["t"]
assert abs(ratio / (d["exact"] / h["exact"]) - 1) < 0.05
assert 1.0 < h["t"] / 3600 < 24.0
assert d["t"] / YEAR > 1000.0
lost = -np.expm1(-np.log(2) * YEAR / d["t"])
print(f"mass ratio mu_D/mu_H: {d['mu'] / h['mu']:.4f}")
print(f"frequency ratio omega_H/omega_D: {h['omega'] / d['omega']:.4f}")
print(f"exponent difference D - H: {d['theta'] - h['theta']:.3f}")
print(f"half-life ratio D/H, WKB: {ratio:.3e}")
print(f"half-life ratio D/H, exact: {d['exact'] / h['exact']:.3e}")
print(f"fraction of D form lost in one year: {lost:.2e}")

print("sensitivity (WKB quadrature):")
for kcal, width in ((30, 2.45), (30, 2.65), (29, 2.55), (31, 2.55)):
    t_h = half_life(h["mu"], kcal * KCAL, width) / 3600
    t_d = half_life(d["mu"], kcal * KCAL, width) / YEAR
    print(f"V0 {kcal} kcal/mol, a {width:.2f} bohr:"
          f" H {t_h:.3g} h, D {t_d:.3g} years")

print("no test failed")
```

It prints:

```
barrier height: 0.047808 hartree (30 kcal/mol)
path width a: 2.55 bohr
position of barrier top: 1.700 bohr
mass of HCO remainder: 52863.8 m_e (29 u)
H: reduced mass: 1775.5 m_e
H: omega: 0.007477 hartree (1641 cm^-1)
H: V0/omega: 6.394
H: attempts omega/2pi: 4.920e+13 s^-1
H: zero-energy exponent B: 46.037
H: exponent 2theta, quadrature: 41.218
H: exponent 2theta, closed form: 41.229
H: passage probability: 1.257e-18
H: WKB rate: 6.183e-05 s^-1
H: half-life, WKB quadrature: 1.121e+04 s = 3.114 h
H: half-life, closed formula: 3.148 h
H: half-life, exact resonance: 3.023 h
H: WKB/exact half-life: 1.0300
H: log10(excited-level/ground rate), 10 K: -99.0
H: log10(over-barrier/ground rate), 10 K: -586.5
D: reduced mass: 3433.1 m_e
D: omega: 0.005377 hartree (1180 cm^-1)
D: V0/omega: 8.891
D: attempts omega/2pi: 3.538e+13 s^-1
D: zero-energy exponent B: 64.017
D: exponent 2theta, quadrature: 59.035
D: exponent 2theta, closed form: 59.044
D: passage probability: 2.297e-26
D: WKB rate: 8.128e-13 s^-1
D: half-life, WKB quadrature: 8.528e+11 s = 2.702e+04 years
D: half-life, closed formula: 2.725e+04 years
D: half-life, exact resonance: 2.593e+04 years
D: WKB/exact half-life: 1.0421
D: log10(excited-level/ground rate), 10 K: -70.1
D: log10(over-barrier/ground rate), 10 K: -593.1
mass ratio mu_D/mu_H: 1.9336
frequency ratio omega_H/omega_D: 1.3905
exponent difference D - H: 17.817
half-life ratio D/H, WKB: 7.606e+07
half-life ratio D/H, exact: 7.518e+07
fraction of D form lost in one year: 2.57e-05
sensitivity (WKB quadrature):
V0 30 kcal/mol, a 2.45 bohr: H 0.502 h, D 2.15e+03 years
V0 30 kcal/mol, a 2.65 bohr: H 19.3 h, D 3.39e+05 years
V0 29 kcal/mol, a 2.55 bohr: H 1.47 h, D 9.45e+03 years
V0 31 kcal/mol, a 2.55 bohr: H 6.5 h, D 7.6e+04 years
no test failed
```
